# Isotropic etching of a sinusoidal surface: when the crests sharpen

## Problem

A solid fills the region $y<h(x)$, where

$$h(x)=A\cos kx ,\qquad A>0,\quad k=\frac{2\pi}{\lambda}>0 ,$$

and a reactive gas lies above it. The surface does not vary in the third direction. The etch is isotropic: every exposed point recedes along its local normal at the same constant rate $r$. After time $t$ the normal recession is $d=rt$.

1. Find the etched surface in parametric form, and show that each moving surface point keeps its slope.
2. Find the recession $d_c$ at which the surface first ceases to be smooth, and where this happens.
3. Find the shape of the crest at $d=d_c$. Is it a cusp, a spike whose two sides enclose zero angle at the tip?
4. Describe the surface for $d>d_c$. How does its peak-to-valley height change?
5. Rough silicon with $\lambda=200$ nm and $A=10$ nm is etched at 200 nm/min by fluorine atoms. Evaluate the results.
6. Suppose the normal rate depends weakly on the inclination $\theta$ of the surface, as $r(1+a\sin^2\theta)$. How does this move the crest singularity, and how large is the shift for the silicon example?

## Solution

### 1. The etched surface

An etch that advances equally fast in all directions removes everything within a distance $d$ of the gas. The removed region is therefore covered by discs of radius $d$ centred on points of the original gas region. A disc can be slid upwards with its centre still in the gas, so everything above a removed point is also removed. The new surface is the lower edge of the discs, and the lowest discs have their centres on the original surface:

$$y(x)=\min_{s}\left[h(s)-\sqrt{d^2-(x-s)^2}\,\right],\qquad |x-s|\le d. \tag{1}$$

At the left end of the allowed range of $s$ the bracket falls with infinite slope, and at the right end it rises with infinite slope. The minimum is therefore inside the range, where the derivative with respect to $s$ vanishes:

$$h'(s)=\frac{x-s}{\sqrt{d^2-(x-s)^2}} .$$

Squaring gives $(x-s)^2(1+h'^2)=d^2h'^2$. The sign of $x-s$ is that of $h'$. With $W=\sqrt{1+h'(s)^2}$,

$$x(s)=s+\frac{d\,h'(s)}{W},\qquad y(s)=h(s)-\frac{d}{W}. \tag{2}$$

The displacement is $d$ times the unit vector $(h',-1)/W$, which is the normal pointing into the solid. Equation (2) is thus the original curve with each point moved by $d$ along its normal.

To find the slope, first differentiate the two fractions:

$$\frac{d}{ds}\frac{h'}{W}=\frac{h''}{W}-\frac{h'^2h''}{W^3}=\frac{h''}{W^3},\qquad
\frac{d}{ds}\frac1W=-\frac{h'h''}{W^3}.$$

Define the curvature $\kappa=-h''/W^3$, which is positive where the solid bulges towards the gas. Then

$$\frac{dx}{ds}=1-d\kappa,\qquad \frac{dy}{ds}=h'(1-d\kappa),\qquad \frac{dy}{dx}=h'(s). \tag{3}$$

Each moving point keeps its original slope. What changes is the horizontal spacing of neighbouring points, which shrinks where $\kappa>0$.

### 2. The first loss of smoothness

For the sinusoid $h'=-Ak\sin ks$ and $h''=-Ak^2\cos ks$, so

$$\kappa(s)=\frac{Ak^2\cos ks}{(1+A^2k^2\sin^2ks)^{3/2}} . \tag{4}$$

The cosine is at most 1 and the denominator is at least 1. Both equal 1 at a crest and nowhere else. The largest curvature is therefore $Ak^2$, at the crests, for any steepness $Ak$.

If $d<1/(Ak^2)$, then $dx/ds>0$ everywhere. The function $x(s)$ rises steadily, so each $x$ belongs to one value of $s$, and that value must give the minimum in (1). Curve (2) is then the whole etched surface, single-valued and smooth. Its second derivative follows from (3):

$$\frac{d^2y}{dx^2}=\frac{h''(s)}{dx/ds}=\frac{h''(s)}{1-d\kappa(s)} . \tag{5}$$

At a crest $h'=0$, $h''=-Ak^2$ and $\kappa=Ak^2$. At a trough $h'=0$, $h''=Ak^2$ and $\kappa=-Ak^2$. Where the slope vanishes, the radius of curvature is $1/|d^2y/dx^2|$, so

$$R_{\text{crest}}=\frac{1}{Ak^2}-d,\qquad R_{\text{trough}}=\frac{1}{Ak^2}+d .$$

The crest radius reaches zero at

$$\boxed{d_c=\frac{1}{Ak^2}=\frac{\lambda^2}{4\pi^2A}}$$

At that moment $1-d_c\kappa$ is still positive at every other point, so the crests are the first and only points to become singular.

The geometrical reason is that the normals of a crest converge inside the solid, at its centre of curvature, and the surface moves towards that centre. The normals of a trough diverge. If material were deposited uniformly instead, the surface would move towards the gas and the roles would be exchanged: the troughs would sharpen first, after the same distance.

### 3. The crest at $d=d_c$

Expand (2) about $s=0$, keeping terms up to $s^3$. Since $\sin ks\approx ks-k^3s^3/6$ and $1/W\approx1-h'^2/2$,

$$\frac{h'}{W}\approx h'-\frac{h'^3}{2}
\approx -Ak^2s+\frac{Ak^4}{6}s^3+\frac{A^3k^6}{2}s^3 .$$

Multiply by $d_c=1/(Ak^2)$ and add $s$. The linear terms cancel, leaving

$$x\approx c\,s^3,\qquad c=\frac{k^2}{6}\left(1+3A^2k^2\right).$$

The slope is still $h'(s)\approx-Ak^2s$, now with $s=(x/c)^{1/3}$. Integrating from the crest to $x$ gives

$$y(0)-y(x)\approx Ak^2c^{-1/3}\int_0^{|x|}u^{1/3}\,du=\frac34\,Ak^2c^{-1/3}\,|x|^{4/3}. \tag{6}$$

The slope goes to zero at $x=0$, so the crest still has a horizontal tangent, but its curvature is infinite. The crest is therefore not a cusp: its two sides leave the tip in opposite directions, with an angle of $180^\circ$ inside the material, so at this instant there is not even a corner. Only the radius of curvature vanishes.

### 4. After the singularity

For $d>d_c$, points near the crest have crossed the line $x=0$, and part of curve (2) no longer belongs to the surface. Equation (1) shows which part remains.

Take $0<x<\lambda/2$. Two discs centred at $s$ and $-s$ start at equal height. For $s>0$ the first is nearer to $x$ and so reaches lower there. Similarly, a disc centred beyond the trough at $\lambda/2$ loses to its mirror image about that trough. Repeating these reflections shows that the minimum has $0\le s\le\lambda/2$.

On this interval $dx/ds=1-d\kappa$ is negative at the crest. It rises steadily up to the inflection point, because there the numerator of (4) falls and the denominator grows. Beyond the inflection $\kappa$ is negative and $dx/ds>1$. Hence $x(s)$ first falls below zero and then rises to $\lambda/2$, crossing zero once, at $s_*$:

$$s_*=\frac{d\,Ak\sin ks_*}{\sqrt{1+A^2k^2\sin^2ks_*}} . \tag{7}$$

The surviving points are those with $s\ge s_*$, together with their mirror images. They meet on $x=0$ in a ridge whose sides have slopes $\mp p_*$, where

$$p_*=Ak\sin ks_* .$$

This is a corner of finite angle. Since no slope exceeds $Ak$, a true cusp never forms. Just after $d_c$, the expansion of part 3 turns (7) into $cs_*^2\approx d/d_c-1$, so the ridge slope grows from zero as $\sqrt{d/d_c-1}$.

As $d$ increases, $x(s)$ at fixed $s$ decreases, so the crossing point $s_*$ moves steadily outwards. The ridge is sharpest when $ks_*=\pi/2$, where $p_*=Ak$. Equation (7) then gives

$$d_{\text{sharp}}=\frac{\pi\sqrt{1+A^2k^2}}{2Ak^2}. \tag{8}$$

**Peak-to-valley height.** Up to $d_c$ the crest is at $A-d$ and the trough at $-A-d$. Their difference is $2A$: the etch changes the shape but does not reduce the height. For $d>d_c$ the ridge is at $A\cos ks_*-d/\sqrt{1+p_*^2}$, and the trough is still at $-A-d$. The height is

$$P=A(1+\cos ks_*)+d\left(1-\frac{1}{\sqrt{1+p_*^2}}\right). \tag{9}$$

It now falls. At fixed $x$, the derivative of (1) with respect to $d$ is $-d/\sqrt{d^2-(x-s)^2}=-W$. The change of the minimizing $s$ does not contribute, because the bracket is stationary there. The ridge therefore sinks by $\sqrt{1+p_*^2}>1$ per unit of recession, while the trough sinks by 1.

**Long etches.** When $d$ is much larger than both $d_c$ and $\lambda$, the meeting point is close to the trough and the ridge slope is small, so the square root in (7) is close to 1. Write $ks_*=\pi-\eta$ with $\eta$ small. Equation (7), multiplied by $k$, becomes $\pi\approx(d/d_c)\eta$. Then $p_*\approx Ak\eta\approx\pi/(kd)=\lambda/(2d)$. In (9) the first term is about $A\eta^2/2$, which falls as $1/d^2$. The second is about $dp_*^2/2$, which falls as $1/d$ and dominates:

$$P\approx\frac{\lambda^2}{8d}\qquad(d\gg d_c,\ d\gg\lambda).$$

The initial amplitude has dropped out. The surface has become a row of shallow circular arcs of radius about $d$, centred near the original trough bottoms.

### 5. The silicon example

The wavenumber is $k=2\pi/(200\ \text{nm})=0.03142\ \text{nm}^{-1}$ and the steepness is $Ak=0.314$. Hence

$$d_c=\frac{1}{(10\ \text{nm})(0.03142\ \text{nm}^{-1})^2}=101.3\ \text{nm},\qquad
t_c=\frac{101.3\ \text{nm}}{200\ \text{nm/min}}=30.4\ \text{s}.$$

The crest radius is 50.7 nm halfway to $d_c$ and 10.1 nm at $0.9\,d_c$. Equations (7) and (9) then give:

| $d$ (nm) | ridge side slope | $P$ (nm) |
|---|---|---|
| 101.3 | 0 | 20.00 |
| 121.6 | 0.253 | 19.64 |
| 152.0 | 0.310 | 18.38 |
| 202.6 | 0.303 | 15.99 |

The slope has passed its maximum between the last two rows. By (8) the sharpest ridge occurs at $d=166.8$ nm. The angle inside the material is then $180^\circ-2\arctan(0.314)=145^\circ$, so even the sharpest ridge is blunt. After twice the critical recession the height has fallen by only 20% of its initial value. The long-etch formula does not yet apply there, since $d$ is only $2d_c$.

At fixed wavelength, smaller amplitudes need more etching to sharpen: $A=3$ nm gives $d_c=338$ nm, while $A=60$ nm gives 16.9 nm. Fronts built numerically from the discs in (1) lose their smooth crests at the recessions given by the formula to within 0.02 nm. The last case has $Ak\approx1.9$, so the result is not restricted to gentle slopes.

### 6. A rate that depends on inclination

Let $p=\partial h/\partial x=\tan\theta$, where $h(x,d)$ is now the moving surface and $d=rt$ is the recession measured at the crest. The vertical speed is the normal speed divided by $\cos\theta$, so

$$\frac{\partial h}{\partial d}=-H(p),\qquad H(p)=\left(1+\frac{a\,p^2}{1+p^2}\right)\sqrt{1+p^2}\approx1+\left(\tfrac12+a\right)p^2 .$$

Differentiate twice with respect to $x$:

$$\frac{\partial h_{xx}}{\partial d}=-H''(p)\,h_{xx}^2-H'(p)\,h_{xxx}.$$

At the crest $p=0$, $H'(0)=0$ and $H''(0)=1+2a$. The crest curvature $K=-h_{xx}$ therefore obeys $dK/dd=(1+2a)K^2$. With $K=Ak^2$ at the start,

$$\frac1K=\frac{1}{Ak^2}-(1+2a)d ,$$

and the crest becomes singular at

$$d=\frac{d_c}{1+2a}\qquad(|a|\ll1). \tag{10}$$

**Crystal orientation.** An assumed $a=0.05$ gives $101.3/1.10=92.1$ nm, which is 9% below $d_c$.

**Shadowing of the gas.** Suppose the atoms arrive diffusely and without collisions near the surface. In the plane of the profile, directions at angle $\varphi$ from the normal carry a weight $\tfrac12\cos\varphi\,d\varphi$. On a flank inclined by a small $\theta$ near a crest, the next hill hides the directions beyond $\varphi=\pi/2-\theta$ on the downhill side. The direct flux is

$$\tfrac12\left[1+\sin\left(\tfrac{\pi}{2}-\theta\right)\right]=\tfrac12(1+\cos\theta)\approx1-\frac{\theta^2}{4}.$$

This puts the next crest on the horizontal. A numerical horizon search 4 nm from the crest gives a loss of $3.95\times10^{-4}$, against $\theta^2/4=3.87\times10^{-4}$.

The hidden directions are not dark. The opposite hill re-emits the atoms that do not react, a fraction $1-\gamma$ of those reaching it, where $\gamma$ is the reaction probability. The net loss is about $\gamma\theta^2/4$, so $a\approx-\gamma/4$. With $\gamma=0.05$, $a=-0.0125$ and the singularity moves to 103.9 nm, a delay of 2.6%.

**The real process.** The example represents silicon in a remote SF$_6$ plasma, where few ions reach the wafer. The etch rate, the pressure of 100 mTorr and the temperature of 300 K are rough typical values. The reaction probability is uncertain. A few per cent is a rough figure for SF$_6$ plasmas, while values near 0.002 are reported for fluorine atoms alone at room temperature, which would reduce the shadowing delay to about 0.1%. The gas mean free path is then about $3\times10^5$ nm, over a thousand wavelengths, which supports the collisionless estimate. Of the two rate variations estimated above, the assumed orientation dependence is the larger. Atomic layers blur the singularity. At fixed $x$ the flanks sink faster than the crest by at most a factor $\sqrt{1+A^2k^2}=1.048$, so over the last 3% of the recession the profile, measured from its crest, changes by only about one atomic layer (0.14 nm on a (100) surface). A single profile read to one atomic layer therefore cannot locate the singular moment more closely than that. If atoms are removed independently, counting noise over a 50 nm square is about 0.03 nm, small beside the 10 nm amplitude. The noise grows as the inverse of the side, however. Over a 2 nm square it is about 0.7 nm, more than the 0.12 nm by which the crest at $d_c$ drops 1 nm from its top, so the tip shape (6) is hidden at that scale. Real roughness also contains many wavelengths, and weak short waves can sharpen first, because curvature grows as $k^2$. Adding a wave of amplitude 0.3 nm and wavelength 20 nm, with a crest on the main crest, raises the curvature there fourfold and brings the first corner to 25 nm. The peak-to-valley height then starts to fall at 25 nm, but slowly: it is 3% below its initial value at 101 nm and 21% below at 200 nm. In this example 101 nm marks roughly where the loss of height becomes rapid, not where the first corner appears. These statements hold for a uniform normal rate, under which the peak-to-valley height can never grow. Silicon etched in fluorine plasmas is often observed to roughen, through local differences in rate that this model leaves out, so the loss of height found here is the geometric contribution only.

## Table of computed values

```
wavelength = 200 nm, amplitude A = 10 nm
etch rate = 200 nm/min
wavenumber k = 0.03142 1/nm, steepness A k = 0.3142
critical recession 1/(A k^2) = 101.32 nm
etch time to the singular crest = 30.4 s
A = 3 nm: onset from discs 337.75 nm, formula 337.74 nm
A = 10 nm: onset from discs 101.32 nm, formula 101.32 nm
A = 60 nm: onset from discs 16.89 nm, formula 16.89 nm
d = 0.5 d_c: crest radius 50.7 nm, trough radius 152.0 nm
d = 0.9 d_c: crest radius 10.1 nm, trough radius 192.5 nm
crest exponent at d_c = 1.3332 (4/3 = 1.3333)
crest drop factor = 0.1239 nm^(-1/3)
d =    0.0 nm (0.0 d_c): peak-to-valley 20.00 nm, no corner
d =   50.7 nm (0.5 d_c): peak-to-valley 20.00 nm, no corner
d =  101.3 nm (1.0 d_c): peak-to-valley 20.00 nm, no corner
d =  121.6 nm (1.2 d_c): peak-to-valley 19.64 nm, s* = 29.9 nm, ridge side slope 0.2533
d =  152.0 nm (1.5 d_c): peak-to-valley 18.38 nm, s* = 45.1 nm, ridge side slope 0.3104
d =  202.6 nm (2.0 d_c): peak-to-valley 15.99 nm, s* = 58.7 nm, ridge side slope 0.3025
sharpest ridge at d = 166.8 nm, angle inside the material 145.1 degrees
assumed orientation coefficient a = 0.05
assumed reaction probability = 0.05
orientation dependence: a = 0.0500, onset 92.1 nm, change -9.1 %
radical shadowing: a = -0.0125, onset 103.9 nm, change +2.6 %
4 nm from crest: direct flux lost 3.951e-04, theta^2/4 = 3.872e-04
silicon lattice constant = 0.543 nm, 0.54 % of d_c
counting noise of height over a 50 nm square = 0.028 nm
gas: 100 mTorr, 300 K, molecular diameter 0.45 nm (rough)
gas mean free path = 3.45e+05 nm, 1727 wavelengths
```
